# Floating Gaussians in H2+: inward shift and Hellmann-Feynman force: verification in Python

```python
"""
Floating Gaussians in H2+ (atomic units).
Claim: if the centres +-s of two s Gaussians are optimized independently of the
protons at +-R/2, the electrostatic Hellmann-Feynman (HF) force on a proton
equals -dE/dR of the model energy. Clamped centres (s = R/2) need in addition
the Pulay force -(1/2) dE/ds.
Symbols: R proton distance, s centre position, alpha Gaussian exponent,
shift = R/2 - s (positive = inward), S overlap of the two Gaussians,
w(x) potential of a unit Gaussian charge of exponent 2*alpha at distance x.
Positive force = repulsion of the protons.
"""
import math
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto

ALPHA = 0.4
R0 = 2.0


def w(x, alpha):
    a = math.sqrt(2 * alpha)
    t = (a * x) ** 2
    if t < 0.0025:
        return 2 * a / math.sqrt(math.pi) * (1 - t/3 + t**2/10 - t**3/42 + t**4/216)
    return math.erf(a * x) / x


def w_slope(x, alpha):
    a = math.sqrt(2 * alpha)
    t = (a * x) ** 2
    c = 2 * a / math.sqrt(math.pi)
    if t < 0.0025:
        return c * 2 * a * a * x * (-1/3 + t/5 - t**2/14 + t**3/54)
    return c * math.exp(-t) / x - math.erf(a * x) / x**2


def energy(R, s, alpha=ALPHA):
    S = math.exp(-2 * alpha * s * s)
    kinetic = 1.5 * alpha - 2 * alpha**2 * s * s * S / (1 + S)
    cloud = w(R/2 - s, alpha) + w(R/2 + s, alpha) + 2 * S * w(R/2, alpha)
    return kinetic - cloud / (1 + S) + 1 / R


def centre_slope(R, s, alpha=ALPHA):
    """Partial derivative of the energy with respect to s."""
    S = math.exp(-2 * alpha * s * s)
    dS = -4 * alpha * s * S
    f, df = S / (1 + S), dS / (1 + S)**2
    cloud = w(R/2 - s, alpha) + w(R/2 + s, alpha) + 2 * S * w(R/2, alpha)
    dcloud = (-w_slope(R/2 - s, alpha) + w_slope(R/2 + s, alpha)
              + 2 * dS * w(R/2, alpha))
    return -2 * alpha**2 * (2*s*f + s*s*df) - dcloud / (1 + S) + cloud * df


def force_parts(R, s, alpha=ALPHA):
    """Other proton, own cloud, far cloud, overlap cloud."""
    S = math.exp(-2 * alpha * s * s)
    n = 2 * (1 + S)
    return np.array([1 / R**2, w_slope(R/2 - s, alpha) / n,
                     w_slope(R/2 + s, alpha) / n, 2 * S * w_slope(R/2, alpha) / n])


def hf_force(R, s, alpha=ALPHA):
    return float(force_parts(R, s, alpha).sum())


def best_s(R, alpha=ALPHA):
    grid = np.linspace(0.02, R/2 + 0.5, 200)
    i = int(np.argmin([energy(R, s, alpha) for s in grid]))
    assert 0 < i < len(grid) - 1
    return brentq(lambda s: centre_slope(R, s, alpha), grid[i-1], grid[i+1],
                  xtol=1e-14, rtol=1e-14)


def derivative(f, x, h=0.01):
    return (8 * (f(x+h) - f(x-h)) - (f(x+2*h) - f(x-2*h))) / (12 * h)


def quadrature(R, s, alpha=ALPHA):
    """Energy and HF force integrated on a spherical grid about the right proton."""
    x, wx = np.polynomial.legendre.leggauss(160)
    mu, wmu = np.polynomial.legendre.leggauss(80)
    r = (8 * (x + 1))[:, None]
    weight = 2 * math.pi * (8 * wx)[:, None] * wmu[None, :]
    z = R/2 + r * mu
    rho2 = r**2 * (1 - mu**2)
    right = np.exp(-alpha * (rho2 + (z - s)**2))
    left = np.exp(-alpha * (rho2 + (z + s)**2))
    phi = right + left
    grad2 = 4 * alpha**2 * (rho2 * phi**2 + ((z-s)*right + (z+s)*left)**2)
    norm = np.sum(weight * r**2 * phi**2)
    kinetic = 0.5 * np.sum(weight * r**2 * grad2) / norm
    attraction = -2 * np.sum(weight * r * phi**2) / norm
    pull = np.sum(weight * mu * phi**2) / norm
    return kinetic + attraction + 1/R, 1/R**2 + pull


def free_energy_of_centres(coords, R=R0):
    """Lowest 2x2 eigenvalue with both centres anywhere in space."""
    p = np.asarray(coords).reshape(2, 3)
    mol = gto.M(atom=[['H', tuple(p[0])], ['H', tuple(p[1])]], unit='Bohr',
                basis={'H': [[0, [ALPHA, 1.0]]]}, verbose=0)
    h = mol.intor('int1e_kin')
    for z in (R/2, -R/2):
        with mol.with_rinv_origin((0.0, 0.0, z)):
            h = h - mol.intor('int1e_rinv')
    return eigh(h, mol.intor('int1e_ovlp'))[0][0] + 1/R


def reference_energy(R):
    mol = gto.M(atom=[['H', (0, 0, R/2)], ['H', (0, 0, -R/2)]], unit='Bohr',
                basis='cc-pvqz', charge=1, spin=1, verbose=0)
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    return eigh(h, mol.intor('int1e_ovlp'))[0][0] + 1/R


def floating_energy(R):
    return energy(R, best_s(R))


def clamped_energy(R):
    return energy(R, R/2)


# Closed forms against direct integration, clamped and floating.
s0 = best_s(R0)
shift0 = R0/2 - s0
for s in (R0/2, s0):
    e_num, f_num = quadrature(R0, s)
    assert abs(e_num - energy(R0, s)) < 1e-9
    assert abs(f_num - hf_force(R0, s)) < 1e-9
    slope_num = derivative(lambda q: quadrature(R0, q)[0], s)
    assert abs(slope_num - centre_slope(R0, s)) < 1e-7

# Free search over all six coordinates, started off the axis.
start = [0.05, 0.0, 0.95, -0.02, 0.03, -0.98]
search = minimize(free_energy_of_centres, start, method='BFGS',
                  options={'gtol': 1e-6})
assert np.max(np.abs(search.x - [0, 0, s0, 0, 0, -s0])) < 2e-4
assert abs(search.fun - energy(R0, s0)) < 1e-8

# Main identity, and the Pulay term for clamped centres, at several distances.
table = []
for R in (2.0, 3.0, 4.0, 6.0, 10.0):
    s = best_s(R)
    total_float = -derivative(floating_energy, R)
    total_clamp = -derivative(clamped_energy, R)
    assert abs(total_float - quadrature(R, s)[1]) < 1e-7
    pulay = -0.5 * centre_slope(R, R/2)
    assert abs(total_clamp - hf_force(R, R/2) - pulay) < 1e-7
    assert abs(pulay) > 1e-3
    table.append((R, R/2 - s, hf_force(R, s), total_float,
                  hf_force(R, R/2), total_clamp))

# Inward for this exponent; outward tendency for a tight exponent at small R.
scan = np.linspace(0.5, 20, 400)
assert min(centre_slope(R, R/2) for R in scan) > 0
assert all(row[1] > 0 for row in table)
tight, small_R = 2.0, 0.02
slope_tight = centre_slope(small_R, small_R/2, tight)
slope_law = small_R * tight * (2 * w(0.0, tight) / 3 - tight)
assert slope_tight < 0 and abs(slope_tight / slope_law - 1) < 0.02

# The clamped HF force never becomes attractive, though both energies bind.
assert min(hf_force(R, R/2) for R in scan) > 0
weakest = minimize_scalar(lambda R: hf_force(R, R/2), bounds=(2, 4), method='bounded')
R_float = brentq(lambda R: hf_force(R, best_s(R)), 1.8, 3.2)
R_clamp = brentq(lambda R: hf_force(R, R/2) - 0.5*centre_slope(R, R/2), 1.5, 3.2)
for curve, Re in ((floating_energy, R_float), (clamped_energy, R_clamp)):
    assert curve(Re) < min(curve(Re - 0.1), curve(Re + 0.1))

# Optimizing only the exponent does not remove the Pulay force.
def best_exponent(R):
    return minimize_scalar(lambda a: energy(R, R/2, a), bounds=(0.2, 1.0),
                           method='bounded', options={'xatol': 1e-9})
alpha_best = best_exponent(R0).x
total_alpha = -derivative(lambda R: best_exponent(R).fun, R0)
hf_alpha = hf_force(R0, R0/2, alpha_best)
assert abs(total_alpha - hf_alpha + 0.5*centre_slope(R0, R0/2, alpha_best)) < 1e-6
assert abs(hf_alpha - total_alpha) > 0.02

# Large-distance laws.
R_far = 20.0
k = 4 * (2*ALPHA)**1.5 / (3 * math.sqrt(math.pi))
s_far = best_s(R_far)
shift_far, force_far = R_far/2 - s_far, hf_force(R_far, s_far)
false_far = hf_force(R_far, R_far/2)
assert abs(shift_far * k * R_far**2 - 1) < 0.005
assert abs(force_far / (-2 / (k * R_far**5)) - 1) < 0.01
assert abs(false_far * 2 * R_far**2 - 1) < 0.001

# Centre error: quadratic in the energy, linear in the force.
errors = []
for eps in (0.01, 0.02):
    errors.append((eps, energy(R0, s0 + eps) - energy(R0, s0),
                   0.5 * centre_slope(R0, s0 + eps)))
assert abs(errors[1][1] / errors[0][1] - 4) < 0.2
assert abs(errors[1][2] / errors[0][2] - 2) < 0.1

e_ref = reference_energy(R0)
f_ref = -derivative(reference_energy, R0)
assert e_ref < energy(R0, s0) < energy(R0, R0/2)

bohr_pm = physical_constants['Bohr radius'][0] * 1e12
force_nN = physical_constants['atomic unit of force'][0] * 1e9
print(f"exponent alpha = {ALPHA:.2f} bohr^-2; distance R = {R0:.2f} bohr")
print(f"optimized centre s = {s0:.6f} bohr")
print(f"inward shift = {shift0:.6f} bohr = {shift0*bohr_pm:.3f} pm")
print(f"overlap S: clamped {math.exp(-2*ALPHA*(R0/2)**2):.6f}, "
      f"floating {math.exp(-2*ALPHA*s0**2):.6f}")
print(f"energy, clamped centres = {energy(R0, R0/2):.8f} hartree")
print(f"energy, floating centres = {energy(R0, s0):.8f} hartree")
print(f"energy lowering = {energy(R0, R0/2)-energy(R0, s0):.8f} hartree")
print(f"dE/ds at clamped centres = {centre_slope(R0, R0/2):.6f} hartree/bohr")
print(f"free six-coordinate search: z = {search.x[2]:.5f}, {search.x[5]:.5f} bohr")
print("force parts (hartree/bohr): other proton, own, far, overlap cloud")
for label, s in (("clamped", R0/2), ("floating", s0)):
    print(f"  {label}: " + ", ".join(f"{v:.6f}" for v in force_parts(R0, s)))
print(f"HF force by quadrature, floating = {quadrature(R0, s0)[1]:.8f} hartree/bohr")
print(f"-dE/dR by differences, floating = {table[0][3]:.8f} hartree/bohr")
print(f"floating force converted = {table[0][2]*force_nN:.4f} nN")
print(f"Pulay force, clamped = {-0.5*centre_slope(R0, R0/2):.8f} hartree/bohr")
print("R, shift (bohr); floating HF, -dE/dR; clamped HF, -dE/dR (hartree/bohr)")
for row in table:
    print(f"  {row[0]:.1f} {row[1]:.6f} " + " ".join(f"{v:.7f}" for v in row[2:]))
print(f"equilibrium R, floating energy = {R_float:.5f} bohr")
print(f"equilibrium R, clamped energy = {R_clamp:.5f} bohr")
print(f"clamped HF force, local minimum = {weakest.fun:.6f} hartree/bohr "
      f"at R = {weakest.x:.3f} bohr")
print(f"clamped HF force scanned positive: R = {scan[0]:.1f} to {scan[-1]:.1f} bohr")
print(f"best exponent with clamped centres = {alpha_best:.6f} bohr^-2")
print(f"  HF force {hf_alpha:.6f}, -dE/dR {total_alpha:.6f} hartree/bohr")
print(f"spring constant k = {k:.6f} hartree/bohr^2; 1/k = {1/k:.6f} bohr^3")
print(f"R = {R_far:.0f} bohr: shift {shift_far:.7f}, law {1/(k*R_far**2):.7f} bohr")
print(f"  floating force {force_far:.5e}, law {-2/(k*R_far**5):.5e} hartree/bohr")
print(f"  clamped HF force {false_far:.5e}, law {0.5/R_far**2:.5e} hartree/bohr")
print(f"tight case alpha = {tight:.1f} bohr^-2, R = {small_R:.2f} bohr:")
print(f"  dE/ds {slope_tight:.6f}, small-R law {slope_law:.6f} hartree/bohr")
print(f"threshold exponent 32/(9 pi) = {32/(9*math.pi):.6f} bohr^-2")
for eps, de, df in errors:
    print(f"centre error {eps:.2f} bohr: energy {de:.3e} hartree, "
          f"force mismatch {df:.3e} hartree/bohr")
print(f"cc-pVQZ one-electron energy at R = {R0:.1f} bohr: {e_ref:.6f} hartree")
print(f"cc-pVQZ -dE/dR at R = {R0:.1f} bohr: {f_ref:.6f} hartree/bohr")
print("all good")
```

It prints:

```
exponent alpha = 0.40 bohr^-2; distance R = 2.00 bohr
optimized centre s = 0.842472 bohr
inward shift = 0.157528 bohr = 8.336 pm
overlap S: clamped 0.449329, floating 0.566767
energy, clamped centres = -0.52899776 hartree
energy, floating centres = -0.53616602 hartree
energy lowering = 0.00716826 hartree
dE/ds at clamped centres = 0.096409 hartree/bohr
free six-coordinate search: z = 0.84247, -0.84247 bohr
force parts (hartree/bohr): other proton, own, far, overlap cloud
  clamped: 0.250000, -0.000000, -0.078166, -0.105598
  floating: 0.250000, -0.026740, -0.080584, -0.123213
HF force by quadrature, floating = 0.01946280 hartree/bohr
-dE/dR by differences, floating = 0.01946280 hartree/bohr
floating force converted = 1.6035 nN
Pulay force, clamped = -0.04820438 hartree/bohr
R, shift (bohr); floating HF, -dE/dR; clamped HF, -dE/dR (hartree/bohr)
  2.0 0.157528 0.0194628 0.0194628 0.0662359 0.0180315
  3.0 0.194123 -0.0426543 -0.0426543 0.0199253 -0.0521225
  4.0 0.252739 -0.0490784 -0.0490784 0.0236002 -0.0421324
  6.0 0.069593 -0.0052062 -0.0052062 0.0138166 -0.0035872
  10.0 0.018651 -0.0000375 -0.0000375 0.0050000 -0.0000001
equilibrium R, floating energy = 2.13724 bohr
equilibrium R, clamped energy = 2.11336 bohr
clamped HF force, local minimum = 0.019627 hartree/bohr at R = 2.868 bohr
clamped HF force scanned positive: R = 0.5 to 20.0 bohr
best exponent with clamped centres = 0.436035 bohr^-2
  HF force 0.058336, -dE/dR 0.005768 hartree/bohr
spring constant k = 0.538268 hartree/bohr^2; 1/k = 1.857810 bohr^3
R = 20 bohr: shift 0.0046467, law 0.0046445 bohr
  floating force -1.16209e-06, law -1.16113e-06 hartree/bohr
  clamped HF force 1.25000e-03, law 1.25000e-03 hartree/bohr
tight case alpha = 2.0 bohr^-2, R = 0.02 bohr:
  dE/ds -0.019821, small-R law -0.019820 hartree/bohr
threshold exponent 32/(9 pi) = 1.131768 bohr^-2
centre error 0.01 bohr: energy 2.549e-05 hartree, force mismatch 2.561e-03 hartree/bohr
centre error 0.02 bohr: energy 1.029e-04 hartree, force mismatch 5.193e-03 hartree/bohr
cc-pVQZ one-electron energy at R = 2.0 bohr: -0.602521 hartree
cc-pVQZ -dE/dR at R = 2.0 bohr: -0.000253 hartree/bohr
all good
```
